# Space-charge-limited current with an exponential distribution of traps

**Q.** Leakage through an insulating film is often plotted as $\log J$ against $\log V$, and a straight line steeper than 2 is attributed to an exponential distribution of traps. Why should traps change a power of the voltage? I would expect them to reduce the current by a constant factor.

**A.** They do give a constant factor when trapped charge is proportional to free charge. The power changes when the two densities are related nonlinearly, so the trap statistics come first.

Take one carrier type, electrons, in a uniform film. Measure energy as a depth $E$ below the conduction-band edge. The traps begin at depth $E_0$ and thin out below it:

$$g(E)=\frac{N_t}{kT_t}\,e^{-(E-E_0)/kT_t},\qquad E\ge E_0 .$$

$N_t$ is the total trap density. The trap temperature $T_t$ describes the width of the distribution and is not the temperature of anything; the film is at $T$. Define $l=T_t/T$.

Assume that trapped and free electrons share a local quasi-Fermi level at depth $E_F$. With a nondegenerate band of effective density $N_c$, the free density is

$$n=N_c e^{-E_F/kT}=N_1\theta,\qquad N_1=N_ce^{-E_0/kT},\qquad \theta=e^{-(E_F-E_0)/kT}.$$

Small $\theta$ means that the quasi-Fermi level lies well below the top of the traps.

**Q.** You will now fill every trap below $E_F$ and leave the others empty, I suppose. Is that good enough?

**A.** It gives the right power but the wrong prefactor, so I keep the Fermi function. A trap at depth $E$ is occupied with probability $[1+e^{(E_F-E)/kT}]^{-1}$. Let $w=e^{-(E-E_0)/kT_t}$, which runs from 1 at the top of the traps to 0 far below. Then $g\,dE$ becomes $N_t\,dw$ once the limits are put in increasing order, and $e^{(E_F-E)/kT}=w^l/\theta$. Hence

$$\frac{n_t}{N_t}=\int_0^1\frac{dw}{1+w^l/\theta}
=\theta^{1/l}\int_0^{\theta^{-1/l}}\frac{ds}{1+s^l},$$

where $w=\theta^{1/l}s$. For $l>1$ the integral converges when its upper limit goes to infinity. With $z=s^l$,

$$C=\int_0^\infty\frac{ds}{1+s^l}=\frac1l\int_0^\infty\frac{z^{1/l-1}}{1+z}\,dz=\frac{\pi/l}{\sin(\pi/l)},$$

by the beta integral and the reflection formula of the gamma function. The part beyond the true limit must be subtracted. There $1/(1+s^l)\simeq s^{-l}$, and its integral from $\theta^{-1/l}$ upward is $\theta^{(l-1)/l}/(l-1)$. Therefore

$$\frac{n_t}{N_t}=C\theta^{1/l}-\frac{\theta}{l-1}+O(\theta^2).$$

For $l>1$ and $\theta$ small enough that $\theta^{1-1/l}\ll1$, the first term leads, so $n_t\propto n^{1/l}$. Just above $l=1$ this is a much stricter condition than $\theta\ll1$. Adding trapped charge raises the free density faster than in proportion.

Step-like occupancy would replace $C$ by 1.

**Q.** What if the traps are distributed more narrowly than $kT$?

**A.** For $l<1$ that expansion has a different leading term. At small $\theta$ the original integrand is close to $\theta w^{-l}$, which is integrable at $w=0$, so

$$n_t\simeq\frac{N_t\theta}{1-l}=\frac{N_t}{N_1(1-l)}\,n .$$

This is the proportional case you expected. Close to $l=1$ the relative correction falls only as $\theta^{1/l-1}$, so proportionality then needs extremely small $\theta$. At the border, $l=1$, the integral is elementary: $n_t=N_t\theta\ln(1+1/\theta)$. The logarithm prevents a pure power. The power law $n_t\propto n^{1/l}$ therefore requires $T_t>T$.

**Q.** Now put this into a current. Which signs and units are you using?

**A.** Atomic units: $e=\hbar=m_e=1$ and $4\pi\varepsilon_0=1$, with $k$ kept. Let $x$ run from the cathode at 0 to the anode at $L$. I use the force $F$ on an electron, positive toward the anode, and the electron flux $J$. Both are positive.

An empty trap is neutral, a filled one carries charge $-1$, and there is no other fixed charge. The electrostatic potential $\phi$ obeys $\phi''=4\pi(n+n_t)/\kappa$, where $\kappa$ is the relative permittivity. The electron energy is $-\phi$, so $F=\phi'$. With constant mobility $\mu$ and diffusion neglected,

$$J=\mu nF,\qquad \frac{dF}{dx}=\frac{4\pi}{\kappa}(n+n_t).$$

In steady state $J$ is the same at every $x$. The cathode is assumed able to supply any current the film can carry; injection then continues until the injected charge screens the field there, so $F(0)=0$.

Take $l>1$, small $\theta$ and $n_t\gg n$. Since $\theta=J/(\mu N_1F)$,

$$F^{1/l}\frac{dF}{dx}=A,\qquad
A=\frac{4\pi N_tC}{\kappa}\left(\frac{J}{\mu N_1}\right)^{1/l}.$$

Integration from the cathode gives

$$\frac{l}{l+1}F^{(l+1)/l}=Ax,\qquad
F=\left[\frac{(l+1)A}{l}\,x\right]^{l/(l+1)}.$$

The voltage is the integral of this force. Because $1+l/(l+1)=(2l+1)/(l+1)$,

$$V=\int_0^LF\,dx=\left[\frac{(l+1)A}{l}\right]^{l/(l+1)}\frac{l+1}{2l+1}\,L^{(2l+1)/(l+1)} .$$

Raise both sides to the power $l+1$:

$$V^{l+1}=\left[\frac{(l+1)A}{l}\right]^l\left(\frac{l+1}{2l+1}\right)^{l+1}L^{2l+1}.$$

Here $A^l=(4\pi N_tC/\kappa)^lJ/(\mu N_1)$ is linear in $J$. Solving for it,

$$J=\mu N_1\left(\frac{\kappa}{4\pi N_tC}\right)^l
\left(\frac{l}{l+1}\right)^l\left(\frac{2l+1}{l+1}\right)^{l+1}
\frac{V^{l+1}}{L^{2l+1}} .$$

The voltage exponent is $T_t/T+1$, and the inverse thickness exponent is $2T_t/T+1$. Setting $C=1$ would overstate $J$ by $C^l$.

**Q.** The algebra hides the reason for the two powers. Can you show it without solving the equation again?

**A.** The average charge density needed to support the voltage scales as $V/L^2$. Free density is the $l$th power of trapped density, so it scales as $(V/L^2)^l$. Multiplying by a drift field of order $V/L$ gives $V^{l+1}/L^{2l+1}$. A broader distribution has more room below its top, and a given fractional rise in trapped charge moves the quasi-Fermi level further; the free density responds more strongly.

The link between the exponents is more general. Suppose $n_t$ is any local function of $n$ and $\mu$ is constant. Multiply $x$, $F$ and $J$ by $\lambda$. Then $n=J/(\mu F)$ and $dF/dx$ do not change, so the equations still hold, while $V$ is multiplied by $\lambda^2$. Hence

$$\frac JL=G\!\left(\frac V{L^2}\right).$$

If $a=\partial\ln J/\partial\ln V$ and $b=-\partial\ln J/\partial\ln L$, differentiation gives $b=2a-1$. Data that break this relation at fixed temperature and film composition contradict at least one assumption of the drift model. Data that satisfy it do not establish an exponential distribution.

**Q.** Does the narrow distribution really return to the square law?

**A.** With $r=N_t/[N_1(1-l)]$, the total charge density is $(1+r)J/(\mu F)$. Poisson's equation becomes

$$F\frac{dF}{dx}=\frac{4\pi(1+r)J}{\kappa\mu},\qquad
F=\left[\frac{8\pi(1+r)J}{\kappa\mu}x\right]^{1/2}.$$

Integrating $F$ gives $V=\frac23[8\pi(1+r)J/(\kappa\mu)]^{1/2}L^{3/2}$, and squaring gives

$$J=\frac{9\kappa\mu}{32\pi(1+r)}\frac{V^2}{L^3}.$$

Where the proportional relation holds, traps reduce the trap-free current by the constant factor $1+r$. Close to $l=1$ that requires extremely low filling.

Both regimes were tested by integrating Poisson's equation numerically with the full Fermi occupancy and the free charge included. For a 500 nm film at 5 V and 300 K, with $N_t=10^{20}$ cm$^{-3}$, $T_t/T=2$, 3 and 5 gave voltage exponents 3.00, 4.00 and 6.00, and thickness exponents 5.00, 7.00 and 11.00. For $T_t/T=0.5$ they were 2.002 and 3.005.

**Q.** Give me a hafnia example with a current I can follow by hand.

**A.** Consider a thick, doped ferroelectric hafnia film, already poled and under steady bias. Take $L=500$ nm, $V=5$ V, $T=300$ K, $\kappa=30$ and $\mu=1$ cm$^2$/Vs. The trap parameters are $N_t=10^{18}$ cm$^{-3}$, $E_0=0.50$ eV and $kT_t=0.060$ eV, with $N_c=2\times10^{19}$ cm$^{-3}$. These are model inputs of rough plausible size, not a fit to a film. They are not tied to one band structure: this $N_c$ corresponds to a mass near 0.86 electron masses, heavier than the tunnelling mass used later. A mobility this low implies a mean free path below 0.1 nm, so $\mu$ is an effective mobility at the transport level rather than that of a free band electron.

Since $kT=0.02585$ eV, $l=2.321$ and $C=1.386$. The law predicts exponents 3.32 and 5.64. To calculate the current, group its factors as anode density times anode field:

$$J=\mu N_1\theta_LF_L,\quad F_L=\frac{2l+1}{l+1}\frac VL,\quad
\theta_L=\left[\frac{l(2l+1)}{(l+1)^2C}\,\frac{\kappa V}{4\pi N_tL^2}\right]^l .$$

The dimensionless ratio $\kappa V/(4\pi N_tL^2)$ is 0.0332. Its coefficient is $1.187/1.386=0.856$, so $\theta_L=(0.0284)^{2.321}\simeq2.57\times10^{-4}$. The mean field is 0.100 MV/cm and the anode field is 0.170 MV/cm. With $N_1=7.97\times10^{10}$ cm$^{-3}$ and the electron charge restored,

$$J\simeq(1.602\times10^{-19})(1)(7.97\times10^{10})(2.57\times10^{-4})(1.70\times10^5)$$

in A/cm$^2$, or $5.58\times10^{-7}$ A/cm$^2$. This is $2.36\times10^{-21}$ atomic units. Step-like occupancy would have made it 2.13 times larger.

**Q.** You dropped free charge and the second term in the filling. How much did that cost?

**A.** The numerical drift solution that keeps both gives $5.72\times10^{-7}$ A/cm$^2$, 2.6% above the law. Its exponents are 3.36 and 5.71, also slightly above the law.

The subtracted term explains the direction. Relative to the leading trapped density it is

$$\delta=\frac{\theta^{1-1/l}}{C(l-1)}.$$

It lowers the trapped charge at a given free density, so more current is needed to build the same space charge. Because $\delta$ grows with filling, and hence with voltage, it also steepens the curve. At the anode $\delta$ is about 0.5%; it is larger toward the cathode, where the filling is higher.

**Q.** Then should I take the measured slope, subtract 1, multiply by $T$, and report $T_t$?

**A.** Not from that calculation alone, because diffusion matters here. The full electron flux is $J=\mu(nF-kT\,dn/dx)$. In the power-law regime $n\propto n_t^l$, so $dn/dx=ln\,d\ln n_t/dx$. Since $lkT=kT_t$,

$$J=\mu n\left(F-kT_t\frac{d\ln n_t}{dx}\right).$$

The relevant energy is $kT_t$, not $kT$. The drift solution has $n_t\propto x^{-1/(l+1)}$. On that profile the diffusion term relative to $F$ is

$$\frac{kT_t}{(l+1)xF}\propto x^{-(2l+1)/(l+1)} .$$

It is only about 0.2% at the anode, but it diverges toward the cathode, where the drift solution must fail.

I therefore solved drift and diffusion together, placing the quasi-Fermi level at the top of the traps at both contacts. The current became 1.90 times the drift result, even though $kT_t$ is only 1.2% of the energy gained across 5 V. Between 5.0 and 5.5 V the voltage exponent was 2.90. Read through the drift law, that slope would imply $T_t\simeq570$ K instead of the input 696 K. When diffusion was weakened a hundredfold, the current was 1.04 times the drift value.

The factor 1.90 belongs to this choice of contact filling: contacts richer in electrons raise it, and poorer ones lower it. The calculation does not separate the effects of the two contact layers. Diffusion also breaks the relation $b=2a-1$, because its term does not scale with $\lambda$ as drift does.

**Q.** Would measurements at several temperatures settle the matter?

**A.** They provide a stronger test, since $T_t$ should stay fixed while the slope changes. At 358 K the example has $l=1.945$. The drift solution gives exponents 3.01 and 5.03, and a current of $4.23\times10^{-5}$ A/cm$^2$, about 74 times its 300 K value. That comparison holds voltage, thickness, mobility and trap parameters fixed, and lets $N_c$ vary as $T^{3/2}$. Diffusion should be included in a fit at each temperature.

**Q.** How close is this to a real memory capacitor?

**A.** Not close in thickness: a ferroelectric hafnia memory film can be about 10 nm thick, against 500 nm here. The contact is the assumption most at risk. Thermionic supply of the calculated drift current requires a barrier no higher than about 0.79 eV with the free-electron mass in the Richardson constant, or 0.74 eV with a mass of 0.15. This is necessary but not sufficient. With drift and diffusion solved together and the same barrier at both contacts, 0.79 eV passes only about 2.5% of the drift current, and about 0.65 eV is needed to reach it. For titanium nitride on hafnia a barrier near 2 eV is a rough figure; thermionic supply over it would fall short by about $e^{1.21/0.02585}\sim10^{20}$, before image-force lowering. Such a contact could sustain this bulk law only if tunnelling or defects supplied the electrons. The trap inputs are also uncertain: at fixed other parameters, ten times more traps lowers the law's current by $10^{2.32}\simeq210$.

**Q.** And the field itself? Surely it helps electrons out of the traps.

**A.** Yes. An electron can be lifted part of the way by heat and tunnel through the rest. At the anode field, with an effective mass of 0.15 electron masses, the most favourable tunnelling step starts about 0.03 eV below the band edge and has an exponential factor of only 1.4. Many starting energies contribute, however. Let $y$ be the starting depth below the band edge in units of $kT$. If every tunnelling path has the same prefactor as release over the edge, the release rate is multiplied by

$$1+\int_0^\infty e^{\,y-0.65\,y^{3/2}}\,dy\simeq5 .$$

The equal prefactor is an assumption: weighting the paths by the density of states in a uniform field gives only about 1.4. The example leaves out this faster release, whose size is therefore uncertain. Its effect on the current also depends on how the field changes capture. If the empty traps were positively charged, Poole-Frenkel lowering would be 0.15 eV, with a release factor of up to about 300. This takes an optical permittivity of 4.5, not the static value of 30, for the fast escape of the electron. Our traps are neutral when empty, so that Coulomb lowering is absent from the model.

A rough estimate that puts all traps at depth $E_0$, with an attempt rate of $10^{13}$ s$^{-1}$, makes direct hopping between traps about 10% of band conduction. This is an order-of-magnitude figure, not a bound. It depends exponentially on trap spacing and decay length. It ignores the spread of trap depths, which helps hopping but is partly offset by the tighter localization of deeper traps. It is also a low-field estimate, while the anode field drops nearly $6kT$ across a typical hop. Band conduction alone is therefore an assumption of the example.

Polarization needs equal care. The drift solution holds an injected charge of 0.45 $\mu$C/cm$^2$, not counting the extra charge that diffusion keeps near the contacts. For a remanent polarization of 15 $\mu$C/cm$^2$, a 3% change across the film would produce as much bound charge. Dividing injected charge by current gives a mean electron residence time of 0.8 s, so this steady law should not be applied to a short switching pulse without a separate trapping calculation.

**Q.** Could I still scale the result to 10 nm and 1 V?

**A.** Not with these traps. The charge scale $\kappa V/(4\pi L^2)$ would be 16.6 times $N_t$. The traps fill, further charge must be free, and the small-$\theta$ expansion fails. The numerical drift current is then $2.8\times10^5$ times the law's value. Even that is not a prediction: the required free density is comparable with $N_c$, so the nondegenerate band formula is strained, and at 1 MV/cm the leading tunnelling exponential for a 0.50 eV trap is already of order $10^4$. More traps could restore low filling, but not remove the field-assisted release. They would also lie closer together, which favours direct hopping between traps, a path the law omits. The numerical output lists the values for both films.

## Numbers as computed

```
Thickness 500 nm; bias 5.0 V; T 300 K
Relative permittivity 30; mobility 1.0 cm2/Vs
Band density at 300 K 2.0e+19 cm^-3
Trap density 1.0e+18 cm^-3
Trap top depth 0.50 eV; k Tt 0.060 eV
kT 0.02585 eV; Tt 696.3 K; l 2.3209
N1 7.969e+10 cm^-3; C 1.3862
Overestimate of J if C is set to 1: factor 2.134
Law exponents: voltage 3.321, thickness 5.642
Numerical exponents: voltage 3.356, thickness 5.711
Test Tt/T 2.0: voltage exp. 3.001, thickness exp. 5.001
Test Tt/T 3.0: voltage exp. 4.000, thickness exp. 7.000
Test Tt/T 5.0: voltage exp. 6.000, thickness exp. 11.000
Test Tt/T 0.5: voltage exp. 2.002, thickness exp. 3.005
Current from law 5.580e-07 A/cm2 = 2.359e-21 atomic units
Current, full occupancy, drift only 5.724e-07 A/cm2
Full occupancy / law 1.0259
Mean field 0.100 MV/cm; anode 0.1702 MV/cm
Anode trap filling 0.0396; theta 2.634e-04
Anode quasi-Fermi depth 0.713 eV
Injected charge 0.452 uC/cm2
Charging time, charge / current 0.79 s
At 358 K: l 1.945; current 4.234e-05 A/cm2
At 358 K: voltage exp. 3.014, thickness exp. 5.027
k Tt / bias energy 0.0120
Diffusion weakened 100 times: J / drift J 1.0389
Diffusion at full strength: J / drift J 1.901
Voltage exponent with diffusion, 5.0 to 5.5 V: 2.899
Optical permittivity 4.5; mass ratio 0.15
Poole-Frenkel lowering at anode 0.148 eV
Poole-Frenkel release factor, upper bound 3.02e+02
Assisted tunnelling factor at anode 1.426
Hop attempt rate 1.0e+13 1/s; distance 8.65 nm
Hopping / band conduction, rough upper estimate 0.104
Largest contact barrier that supplies J 0.790 eV
Assumed remanent polarization 15 uC/cm2
Polarization change equal to injected charge 3.01 %
Memory film: 10 nm, 1.0 V, 1.00 MV/cm
Memory film charge scale / trap density 16.58
Memory film numerical J / law J 2.799e+05
Memory film Poole-Frenkel lowering 0.358 eV
Memory film tunnelling factor, 0.50 eV trap: 2.17e+04
```
